\section*{The Bloch–Grüneisen resistivity as a variational bound, and its accuracy, part 1}

(Sections cited here and not found follow in the second part.)

\section{Phonon-limited resistivity: the Bloch--Gr\"uneisen formula}

A field applied to a pure metal displaces the Fermi sphere, and a steady current requires something that takes the momentum away again. In a crystal without impurities one such agent is the thermal motion of the ions, and it is the only one treated here; electron--electron Umklapp scattering and surfaces are left out. Consider a metal whose Debye and Fermi wave numbers are comparable. Well above the Debye temperature every lattice mode is classically excited and an electron can be turned through a large angle in one collision. Well below it only long waves are present, and each deflects the electron slightly. One expression covers both regimes in the simplest model of the metal. It comes from a variational principle, so it is an upper bound to the resistivity of the model, and the amount by which it exceeds the exact solution of the Boltzmann equation can be computed.

Hartree atomic units are used with $\hbar=k_B=1$; the electron mass $m$ and the charge $-e$ are kept visible.

\subsection{Model and coupling}

The electrons have $\varepsilon_k=k^2/2m$, velocity $\mathbf v=\mathbf k/m$, density $n=k_F^3/3\pi^2$, $E_F=k_F^2/2m$ and chemical potential $\mu$, with $T\ll E_F$ so that $\mu\simeq E_F$. The lattice is an isotropic medium of mass density $\rho_m$ and volume $V$ with longitudinal modes $\omega_q=sq$ for $q\le q_D$. One mode per atom gives $q_D^3=6\pi^2 n_a$ for atomic density $n_a$, and $\Theta=sq_D$. A local dilation shifts the band bottom, $H'=C\,\nabla\cdot\mathbf u$, with a deformation potential $C$ taken independent of $q$. A transverse wave has $\mathbf q\cdot\mathbf u=0$ and does not couple.

Write the longitudinal displacement as $\mathbf u=\sum_{\mathbf q}A_q(\hat{\mathbf q}\,a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\mathrm{h.c.})$ with $a_{\mathbf q}\propto e^{-i\omega_q t}$ and $[a_{\mathbf q},a^\dagger_{\mathbf q}]=1$. The spatial integral keeps only pairs $(\mathbf q,\mathbf q)$ and $(\mathbf q,-\mathbf q)$. In the kinetic energy the factor $(-i\omega)^2$ and the product $\hat{\mathbf q}\cdot(-\hat{\mathbf q})=-1$ give the second kind a plus sign; in the elastic energy $(iq)^2$ gives it a minus sign:
\begin{align}
\tfrac12\rho_m\!\int\!\dot{\mathbf u}^2&=\tfrac12\rho_mV\sum_{\mathbf q}A_q^2\omega_q^2\,[a a^\dagger+a^\dagger a+(a_{\mathbf q}a_{-\mathbf q}+\mathrm{h.c.})],\nonumber\\
\tfrac12\rho_ms^2\!\int\!(\nabla\cdot\mathbf u)^2&=\tfrac12\rho_mV\sum_{\mathbf q}A_q^2s^2q^2\,[a a^\dagger+a^\dagger a-(a_{\mathbf q}a_{-\mathbf q}+\mathrm{h.c.})].\nonumber
\end{align}
The sum is $\sum_{\mathbf q}2\rho_mVA_q^2\omega_q^2(a^\dagger a+\tfrac12)$. It generates the assumed time dependence only if each quantum carries the energy $\omega_q$, so $A_q^2=1/(2\rho_mV\omega_q)$. Between plane waves, $\langle\mathbf k'|H'|\mathbf k\rangle$ equals $iCqA_qa_{\mathbf q}$ for $\mathbf k'=\mathbf k+\mathbf q$ and its adjoint for $\mathbf k'=\mathbf k-\mathbf q$. These are the normal processes, the only ones kept. Therefore
\begin{equation}
|g_q|^2=C^2q^2A_q^2=\frac{C^2q}{2\rho_msV},
\label{g}
\end{equation}
multiplied by $N_q$ for absorption and $N_q+1$ for emission. The golden rule gives the rate into an empty state of the same spin, with $q=|\mathbf k'-\mathbf k|\le q_D$:
\begin{equation}
W_{kk'}=2\pi|g_q|^2\left[N_q\,\delta(\varepsilon'-\varepsilon-\omega_q)+(N_q+1)\,\delta(\varepsilon'-\varepsilon+\omega_q)\right].
\label{W}
\end{equation}
The phonons are assumed to stay in equilibrium, $N_q=1/(e^{\omega_q/T}-1)$, while the current flows. This is an independent assumption, examined in Section~\ref{fail}.

\subsection{The linearized Boltzmann equation}

In a field $E\hat{\mathbf x}$, $\dot{\mathbf k}=-eE\hat{\mathbf x}$, and the steady state obeys
\begin{equation}
-eE\,\frac{\partial f}{\partial k_x}=\sum_{\mathbf k'}\left[W_{k'k}f'(1-f)-W_{kk'}f(1-f')\right].
\label{B}
\end{equation}
Let $f_0$ be the Fermi function. From $f_0/(1-f_0)=e^{-(\varepsilon-\mu)/T}$ and $N/(N+1)=e^{-\omega/T}$,
\begin{equation}
f_0(1-f_0')\,N=f_0'(1-f_0)(N+1)\qquad(\varepsilon'=\varepsilon+\omega).
\label{db}
\end{equation}
Each absorption is thus balanced by the reverse emission, and $P_{kk'}=W_{kk'}f_0(1-f_0')$ is symmetric and non-negative. Put $f=f_0+E\,\Phi\,(-\partial_\varepsilon f_0)$, where $-\partial_\varepsilon f_0=f_0(1-f_0)/T$. To first order in $E$,
\begin{align}
\delta[f'(1-f)]&=f_0'(1-f_0)\,[\Phi'(1-f_0')-\Phi f_0]\,E/T,\nonumber\\
\delta[f(1-f')]&=f_0(1-f_0')\,[\Phi(1-f_0)-\Phi'f_0']\,E/T.\nonumber
\end{align}
Multiplied by the rates, both prefactors become $P_{kk'}$, and the difference of the brackets is $\Phi'-\Phi$. On the left of (\ref{B}), $f_0$ suffices and $\partial f_0/\partial k_x=v_x\partial_\varepsilon f_0$. Dividing by $-E$,
\begin{equation}
(\hat P\Phi)_k\equiv\frac1T\sum_{\mathbf k'}P_{kk'}(\Phi_k-\Phi_{k'})=X_k\equiv-e\,v_x(-\partial_\varepsilon f_0).
\label{lin}
\end{equation}
Define $\langle A,B\rangle=V^{-1}\sum_{\sigma\mathbf k}AB$, and let $\Phi_*$ solve (\ref{lin}). The current density $-eV^{-1}\sum v_x\,\delta f$ equals $E\langle\Phi_*,X\rangle$, so
\begin{equation}
\frac1\rho=\langle\Phi_*,X\rangle=\langle\Phi_*,\hat P\Phi_*\rangle .
\label{sigma}
\end{equation}
A constant added to $\Phi_*$ still solves (\ref{lin}), but it carries no current because $X$ is odd in $\mathbf k$.

\subsection{The variational principle}

Interchanging the names $\mathbf k,\mathbf k'$ in $\sum P_{kk'}\Psi(\Phi-\Phi')$ and averaging the two forms gives, by the symmetry of $P$,
\begin{equation}
\langle\Psi,\hat P\Phi\rangle=\frac1{2TV}\sum_{\sigma\mathbf k\mathbf k'}P_{kk'}(\Psi-\Psi')(\Phi-\Phi').
\label{form}
\end{equation}
The form is symmetric, and non-negative for $\Psi=\Phi$. For any trial function $\Phi$ and real $\alpha$, using $\hat P\Phi_*=X$ and (\ref{sigma}),
\begin{equation*}
0\le\langle\Phi-\alpha\Phi_*,\hat P(\Phi-\alpha\Phi_*)\rangle=\langle\Phi,\hat P\Phi\rangle-2\alpha\langle\Phi,X\rangle+\alpha^2/\rho .
\end{equation*}
The choice $\alpha=\rho\langle\Phi,X\rangle$ minimizes the right side and leaves
\begin{equation}
\rho\le\frac{\langle\Phi,\hat P\Phi\rangle}{\langle\Phi,X\rangle^2},
\label{var}
\end{equation}
with equality for $\Phi\propto\Phi_*$. Since the ratio has its minimum there, an error in $\Phi$ enters the estimate only at second order.

\subsection{The displaced Fermi sphere}

A rigid shift by $\delta k$ along $x$ gives $\delta f=-\delta k\,v_x\partial_\varepsilon f_0\propto k_x(-\partial_\varepsilon f_0)$, which suggests $\Phi=k_x$. The denominator follows from an integration by parts and is exact at any temperature:
\begin{equation}
\langle k_x,X\rangle=2e\!\int\!\frac{d^3k}{(2\pi)^3}\,k_x\frac{\partial f_0}{\partial k_x}=-2e\!\int\!\frac{d^3k}{(2\pi)^3}f_0=-en .
\label{den}
\end{equation}

In the numerator $(\Phi-\Phi')^2=q_x^2$. Interchanging $\mathbf k$ and $\mathbf k'$ in the emission term of (\ref{W}) and using (\ref{db}) turns it into the absorption term, which cancels the $\tfrac12$ in (\ref{form}). With the spin factor 2,
\begin{equation}
\langle k_x,\hat Pk_x\rangle=\frac2T\sum_{\mathbf q}2\pi|g_q|^2N_q\,q_x^2\,S(q),\quad S(q)=\frac1V\sum_{\mathbf k}f_0(1-f_0')\,\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_k-\omega_q).
\label{num}
\end{equation}
$S$ depends only on $|\mathbf q|$, so $q_x^2$ may be replaced by its angular average $q^2/3$. With $\gamma$ the cosine of the angle between $\mathbf k$ and $\mathbf q$, $V^{-1}\sum_{\mathbf k}=(4\pi^2)^{-1}\int k^2dk\,d\gamma$, and the argument of the delta function is $kq\gamma/m+q^2/2m-sq$. The $\gamma$ integral gives $m/kq$ if the root $\gamma=(ms-q/2)/k$ lies in $[-1,1]$, that is for $\varepsilon\ge\varepsilon_-$, where
\begin{equation}
\varepsilon_\pm=\frac{(q/2\pm ms)^2}{2m},\qquad\varepsilon_+-\varepsilon_-=sq=\omega .
\label{epm}
\end{equation}
Since $k\,dk=m\,d\varepsilon$,
\begin{equation}
S(q)=\frac{m^2}{4\pi^2q}\int_{\varepsilon_-}^\infty\!d\varepsilon\,f_0(\varepsilon)[1-f_0(\varepsilon+\omega)].
\label{S}
\end{equation}
The identity $f_0-f_0'=f_0(1-f_0')-f_0'(1-f_0)$ and (\ref{db}) give $f_0-f_0'=f_0(1-f_0')/(N+1)$. In $\int_{\varepsilon_-}^\infty[f_0(\varepsilon)-f_0(\varepsilon+\omega)]d\varepsilon$, shifting the variable in the second term cancels everything above $\varepsilon_+$:
\begin{equation}
\int_{\varepsilon_-}^\infty\!f_0(1-f_0')\,d\varepsilon=(N+1)\!\int_{\varepsilon_-}^{\varepsilon_+}\!f_0\,d\varepsilon=(N+1)\,T\ln\frac{1+e^{(\mu-\varepsilon_-)/T}}{1+e^{(\mu-\varepsilon_+)/T}}\equiv\omega(N+1)\bar f_q .
\label{E}
\end{equation}
Here $\bar f_q$ is the mean of $f_0$ over the window $[\varepsilon_-,\varepsilon_+]$, so $1-\bar f_q\le1-f_0(\varepsilon_+)<e^{-(\mu-\varepsilon_+)/T}$. If $\varepsilon_+(q_D)$ lies many $T$ below $\mu$, which requires
\begin{equation}
q_D<2(k_F-ms),
\label{cond}
\end{equation}
then $\bar f_q=1$ with an exponentially small relative error. Every phonon in the Debye sphere then fits as a chord inside the Fermi sphere. Insert (\ref{g}), (\ref{S}), (\ref{E}) and $\sum_{\mathbf q}=V(2\pi^2)^{-1}\int q^2dq$ into (\ref{num}):
\begin{align}
\langle k_x,\hat Pk_x\rangle&=\frac{4\pi}{T}\,\frac1{2\pi^2}\int_0^{q_D}\!q^2dq\;\frac{C^2q}{2\rho_ms}\,\frac{q^2}{3}\,\frac{m^2}{4\pi^2q}\,sq\,N(N+1)\nonumber\\
&=\frac{m^2C^2}{12\pi^3\rho_mT}\int_0^{q_D}\!q^5N(N+1)\,dq .
\label{num2}
\end{align}
With $z=sq/T$ one has $q^5dq=(T/s)^6z^5dz$ and $N(N+1)=e^z/(e^z-1)^2$. Define
\begin{equation}
J_p(x)=\int_0^x\frac{z^pe^z}{(e^z-1)^2}\,dz .
\label{J}
\end{equation}
Dividing (\ref{num2}) by the square of (\ref{den}) and writing $s=\Theta/q_D$ gives the Bloch--Gr\"uneisen formula,
\begin{equation}
\rho\le\rho_{\rm BG}=4\rho_\Theta\left(\frac T\Theta\right)^5J_5\!\left(\frac\Theta T\right),\qquad\rho_\Theta=\frac{m^2C^2q_D^6}{48\pi^3\rho_m n^2e^2\,\Theta}.
\label{BG}
\end{equation}
The numerical check tests (\ref{num2}) against a direct integration of (\ref{form}) over $\varepsilon$, $\varepsilon'$ and the scattering angle, with both processes and a Gaussian delta function of width $T/30$. The ratios are 1.00010 at $T=\Theta$ and 1.00012 at $T=\Theta/3$, within the asserted $10^{-3}$. It also tests the normalization in (\ref{g}) on a diagonalized chain, and (\ref{lin}) and (\ref{var}) on a nonlinear master equation with random rates.

\subsection{Low and high temperature}

Expanding $e^z/(e^z-1)^2=\sum_{j\ge1}je^{-jz}$ and using $\int_0^\infty z^pe^{-jz}dz=p!/j^{p+1}$ gives $J_p(\infty)=p!\,\zeta(p)$, so $J_5(\infty)=124.43$. For $T\ll\Theta$,
\begin{equation}
\rho_{\rm BG}\to497.7\,\rho_\Theta\,(T/\Theta)^5 .
\label{low}
\end{equation}
The missing part of the integral is of order $x^5e^{-x}$ at $x=\Theta/T$. The power has a simple count. Thermal phonons have $q\sim q_T\equiv T/s$. Those that connect two points of the Fermi surface fill a two-dimensional patch, $\propto q_T^2$, and $|g_q|^2\propto q_T$, so collisions occur at a rate $\propto T^3$. Each turns the momentum by an angle $q/k_F$ and degrades the current by $q^2/2k_F^2\propto T^2$.

For small $z$, $e^z/(e^z-1)^2=1/[2(\cosh z-1)]$ and $2(\cosh z-1)=z^2(1+z^2/12+z^4/360+\dots)$. The inverse of the bracket is $1-z^2/12+(1/144-1/360)z^4$, and $1/144-1/360=1/240$. Integrating $z^3-z^5/12+z^7/240$ gives $J_5=x^4/4-x^6/72+x^8/1920-\dots$, convergent for $x<2\pi$, where the nearest poles lie. Hence
\begin{equation}
\rho_{\rm BG}=\rho_\Theta\frac T\Theta\left[1-\frac{\Theta^2}{18T^2}+\frac{\Theta^4}{480T^4}-\dots\right].
\label{high}
\end{equation}
The leading term can be obtained without the variational principle. For $\Theta\ll T\ll E_F$ the scattering is elastic on the scale $T$, and $|g_q|^2(2N+1)\to|g_q|^2\,2T/sq=C^2T/\rho_ms^2V$. With $1-\cos\theta=q^2/2k^2$, $\sin\theta\,d\theta=q\,dq/k^2$ and $k'^2dk'=mk\,d\varepsilon'$,
\begin{equation}
\frac1{\tau(k)}=2\pi\,\frac{C^2T}{\rho_ms^2}\,\frac{mk}{4\pi^2}\int_0^{q_D}\!\frac{q^3dq}{2k^4}=\frac{mC^2q_D^4\,T}{16\pi\rho_ms^2k^3}.
\label{tau}
\end{equation}
At $k_F$ this is $2\pi\lambda_{\rm tr}T$ with $\lambda_{\rm tr}=mC^2q_D^4/32\pi^2\rho_ms^2k_F^3$. Setting $k_F^3=3\pi^2n$ and $s=\Theta/q_D$ in $m/ne^2\tau$ reproduces $\rho_\Theta T/\Theta$.

The displaced Fermi sphere gives the Bloch--Gr\"uneisen formula (\ref{BG}) as an upper bound to the model's resistivity, proportional to $T^5$ well below $\Theta$ and to $T$ well above it. It remains to find how far the bound lies above the exact Boltzmann value, to evaluate both for a model metal, and to examine where the formula fails.
